# Conductivity drop when a subband opens in a rough metal film

## Problem

A metal film fills the region $0<z<d+h(\mathbf r)$, where $\mathbf r=(x,y)$. Its electrons are free, with isotropic mass $m$ and two spin states, and the wave function vanishes on both faces. The lower face is flat. The upper face has static roughness $h(\mathbf r)$ of zero mean, with white-noise correlation

$$\langle h(\mathbf r)h(\mathbf r')\rangle=W\,\delta(\mathbf r-\mathbf r').$$

Roughness is the only source of scattering, it is weak enough for first-order theory, and the temperature is zero. The thickness $d$ is varied while the Fermi energy $E_F=\hbar^2k_F^2/2m$ is held fixed.

(a) Find the coupling between subbands $n$ and $n'$ to first order in $h$.

(b) Find the scattering rate $1/\tau_n$ at the Fermi energy when $N$ subbands are open.

(c) Find the in-plane conductivity $\sigma$ from the Boltzmann equation, leaving out quantum interference between scattering paths.

(d) Show that the opening of subband $N\ge2$ lowers $\sigma$ abruptly by the fraction $6N/((N+1)(2N+1))$. Does the fraction change if the electron density is fixed instead of $E_F$?

(e) Evaluate the step at $N=10$ for a copper-like film with $E_F=7.0$ eV and $m$ the free-electron mass. The roughness has rms height $\Delta=0.03$ nm and correlation length $\xi=0.15$ nm.

(f) How does a nonzero correlation length change the step, and how much of it would survive in a real copper film?

## Solution

### (a) Coupling by a displaced wall

The flat film has the states $\chi_n(z)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, where $A$ is the film area and

$$\chi_n=\sqrt{\tfrac2d}\,\sin\frac{n\pi z}{d},\qquad E_n=\frac{\hbar^2}{2m}\Big(\frac{n\pi}{d}\Big)^2 .$$

Let $\psi_0$ be one of these states and $\psi_1$ its first-order correction. The boundary condition $\psi(d+h)=0$, expanded to first order, reads

$$\psi_1(d)=-h\,\partial_z\psi_0(d).$$

Inside the film $\psi_1$ obeys the free Schrödinger equation at energy $E$. Project it on subband $n'$ by defining $a_{n'}(\mathbf r)=\int_0^d\chi_{n'}\psi_1\,dz$. Two integrations by parts give

$$\int_0^d\chi_{n'}\partial_z^2\psi_1\,dz=-\chi_{n'}'(d)\,\psi_1(d)-\Big(\frac{n'\pi}{d}\Big)^2a_{n'},$$

because $\chi_{n'}$ vanishes at both ends and $\psi_1$ vanishes at $z=0$. A prime on $\chi$ denotes $d/dz$. Hence

$$\Big(E-E_{n'}+\frac{\hbar^2\nabla^2}{2m}\Big)a_{n'}=\frac{\hbar^2}{2m}\chi'_{n'}(d)\psi_1(d)=-\frac{\hbar^2}{2m}\chi'_{n'}(d)\chi'_n(d)\,h\,\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}.$$

An ordinary perturbation $V$ would put $V_{n'n}e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ on the right. With $\chi_n'(d)=(-1)^n\sqrt{2/d}\,(n\pi/d)$, the displaced wall therefore acts as

$$V_{n'n}(\mathbf r)=-(-1)^{n+n'}\,\frac{\hbar^2\pi^2}{md^3}\,n\,n'\,h(\mathbf r).$$

For $n=n'$ and uniform $h$ this equals $h\,dE_n/dd=-2E_nh/d$, as it must. The factor $nn'$ arises because a state with a steeper wave function at the wall is more sensitive to the wall's position.

### (b) Scattering rate

Between plane waves the matrix element contains $A^{-1}\int h\,e^{-i\mathbf q\cdot\mathbf r}d^2r$, with $\mathbf q=\mathbf k'-\mathbf k$. For white noise the mean square of the integral is $AW$ at every $\mathbf q$, so

$$\langle|M|^2\rangle=\frac WA\Big(\frac{\hbar^2\pi^2}{md^3}\Big)^2n^2n'^2 .$$

Roughness conserves spin. The density of final states in an open subband is $\sum_{\mathbf k'}\delta(E_F-E')=Am/(2\pi\hbar^2)$, whatever its bottom energy. The golden rule gives

$$\frac1{\tau_n}=\frac{2\pi}{\hbar}\,\frac{m}{2\pi\hbar^2}\,W\,\frac{\hbar^4\pi^4}{m^2d^6}\,n^2\sum_{n'=1}^Nn'^2=\frac{\hbar\pi^4W}{md^6}\,n^2S_N,$$

$$S_N=\sum_{n=1}^Nn^2=\frac{N(N+1)(2N+1)}6 .$$

The closed form of $S_N$ holds because it gives $S_1=1$ and its increment is $S_N-S_{N-1}=\frac N6[(N+1)(2N+1)-(N-1)(2N-1)]=N^2$.

### (c) Conductivity

Apply a field $F$ along $x$, so that the force on an electron is $-eF$. Let $g_n(\mathbf k)$ be the change in occupation. The linearized Boltzmann equation balances the drift term $-eFv_x\,\partial f_0/\partial E$ against scattering out of and into the state. The scattering-in term sums $g_{n'}(\mathbf k')$ over all directions of $\mathbf k'$ with equal weight, since the rate does not depend on angle. As $g_{n'}$ is odd in $\mathbf k'$, this sum vanishes. Thus $\tau_n$ is also the transport time, and

$$g_n=eF\,\tau_nv_x\,\frac{\partial f_0}{\partial E}.$$

The current is $-e$ times the sum of $v_xg_n$. With both spins the density of states per area is $m/(\pi\hbar^2)$, the angular mean of $v_x^2$ is $\hbar^2k_n^2/2m^2$, and $k_n^2=k_F^2-(n\pi/d)^2$. Subband $n$ then contributes $e^2\tau_nk_n^2/(2\pi m)$ to the sheet conductance. Dividing by $d$ and inserting $\tau_n$,

$$\sigma=\frac{e^2}{2\pi md}\sum_{n=1}^Nk_n^2\,\frac{md^6}{\hbar\pi^4Wn^2S_N}=\frac{e^2d^5}{2\pi^5\hbar W}\,\frac{J}{S_N},\qquad J=\sum_{n=1}^N\frac{k_n^2}{n^2}.$$

The mass cancels at given $k_F$.

### (d) The step

Subband $N$ opens at $d_N=N\pi/k_F$, where $k_N=0$. Its term in $J$ starts from zero, so $J$ is continuous, as is $d^5$. The sum $S$ jumps from $S_{N-1}$ to $S_N$. The one-sided limits therefore satisfy

$$\frac{\sigma_+}{\sigma_-}=\frac{S_{N-1}}{S_N}=1-\frac{N^2}{S_N},$$

$$\frac{\sigma_--\sigma_+}{\sigma_-}=\frac{N^2}{S_N}=\frac{6N}{(N+1)(2N+1)} .$$

This is the required result. At its opening the new subband carries no current, but its density of states begins with a full two-dimensional step. Electrons in all the other subbands can at once scatter into it, and the weight $N^2$ makes it the strongest single destination.

The fraction is 0.80 for $N=2$ and 0.45 for $N=5$. It tends to $3/N$ for large $N$, so the steps fade as the film thickens. For $N=1$ there is no conduction below the opening and the fraction has no meaning.

Two rough faces give the same fraction if they are uncorrelated, because their mean-square matrix elements add and $W=W_1+W_2$. Correlated faces add cross terms with the sign $(-1)^{n+n'}$, which spoil the simple product $n^2n'^2$.

**Fixed density.** Let the density $n_e$ be fixed, with $M$ subbands open. Counting electrons gives

$$2\pi n_ed=\sum_{n=1}^Mk_n^2=Mk_F^2-\frac{\pi^2}{d^2}S_M .$$

Each $k_n^2$ starts from zero at its opening, so $k_F$ is a continuous function of $d$. Differentiating with respect to $d$, multiplying by $d$ and eliminating $n_e$ gives

$$2Mk_F\,d\,\frac{dk_F}{dd}=Mk_F^2-\frac{3\pi^2}{d^2}S_M .$$

It follows that

$$\frac{d\ln(k_Fd)}{d\ln d}=1+\frac12-\frac{3\pi^2S_M}{2Mk_F^2d^2}=\frac3{2M}\sum_{n=1}^M\frac{k_n^2}{k_F^2}>0 .$$

Subbands still open one after another as the film thickens, and $J$ and $d^5$ remain continuous. The fraction is unchanged. Fixing $E_F$ simplifies the argument but is not needed for the result.

### (e) The tenth subband

The Fermi wavenumber is $k_F=\sqrt{2mE_F}/\hbar=13.555\ \mathrm{nm^{-1}}$, and the opening lies at $d_{10}=10\pi/k_F=2.318$ nm. For the correlator $\Delta^2e^{-r^2/\xi^2}$ the area integral is

$$W=\pi\Delta^2\xi^2=\pi(0.03)^2(0.15)^2=6.36\times10^{-5}\ \mathrm{nm^4}.$$

This part uses $W$ alone, as if the noise were white; part (f) restores $\xi$. The absolute rates and resistivities below are therefore only illustrative: with $\xi=0.15$ nm kept, the resistivities on the two sides of the step are about three times smaller, 0.082 and 0.116 $\mu\Omega$ cm.

The sums of squares are $S_9=285$ and $S_{10}=385$. With $\hbar^2/m=0.0762\ \mathrm{eV\,nm^2}$, the level width of the lowest subband just above the opening is

$$\frac{\hbar}{\tau_1}=\frac{0.0762\times97.4\times6.36\times10^{-5}}{(2.318)^6}\times385\ \mathrm{eV}=1.17\ \mathrm{meV},$$

a lifetime of 561 fs. The tenth subband is a hundred times broader, 117 meV.

At the opening $J=k_F^2\big(\sum_{n\le10}n^{-2}-\tfrac1{10}\big)=1.450\,k_F^2$. The term $n=1$ supplies $0.99/1.450$, or 68%, of the current. From part (c) the resistivity $1/\sigma$ is

$$\rho_-=\frac{2\pi^5\hbar W S_9}{e^2d^5J}=0.256\ \mu\Omega\,\mathrm{cm},\qquad \rho_+=\frac{385}{285}\,\rho_-=0.346\ \mu\Omega\,\mathrm{cm}.$$

The conductivity falls by $100/385=26.0\%$, and the resistivity rises by $100/285=35.1\%$. Just before the eleventh subband opens, the same formula gives 0.212 $\mu\Omega$ cm. The conductivity has by then more than recovered, so its dependence on thickness is a rising sawtooth.

### (f) Correlation length and the real film

**Short correlation length.** The Gaussian correlator has the spectrum $W e^{-q^2\xi^2/4}$. White noise therefore requires $k_F\xi\ll1$. In the example $k_F\xi=2.03$, so the correction matters.

Write $g_n\propto u_n\cos\theta$, where $\theta$ is the angle of $\mathbf k$ to the field, and let $p=e^{-q^2\xi^2/4}$ with $q^2=k_n^2+k_{n'}^2-2k_nk_{n'}\cos\varphi$. Let a bar denote the mean over the scattering angle $\varphi$. The Boltzmann equation becomes

$$\gamma\sum_{n'}n^2n'^2\big(\overline p\,u_n-\overline{p\cos\varphi}\;u_{n'}\big)=k_n,\qquad \sigma\propto\sum_nk_nu_n,$$

with $\gamma=\hbar^2\pi^4W/(md^6)$. For small $b=\xi^2/4$,

$$\overline p=1-b(k_n^2+k_{n'}^2),\qquad \overline{p\cos\varphi}=b\,k_nk_{n'} .$$

In the second, small term insert the white-noise solution $u_{n'}=k_{n'}/(\gamma n'^2S)$. Define $K=\sum k_n^2$ and $Q=\sum n^2k_n^2$. To first order in $b$,

$$u_n=\frac{k_n}{\gamma n^2S}\Big[1+b\Big(k_n^2+\frac QS+\frac{n^2K}S\Big)\Big],$$

$$\sum_nk_nu_n=\frac1{\gamma S}\Big[J+b\sum_n\frac{k_n^4}{n^2}+\frac bS\,(JQ+K^2)\Big].$$

At the opening every sum containing $k_n$ is continuous, and $S$ alone jumps. The ratio of the two sides is

$$\frac{\sigma_+}{\sigma_-}=\frac{S_{N-1}}{S_N}\Big[1-b\Big(Q+\frac{K^2}J\Big)\Big(\frac1{S_{N-1}}-\frac1{S_N}\Big)\Big].$$

The bracket is less than one, so a short but nonzero correlation length makes the drop larger. For $N=10$ the sums are $Q=131.7\,k_F^2$, $K=6.15\,k_F^2$ and $J=1.450\,k_F^2$, and the drop becomes $0.260+0.027\,(k_F\xi)^2$.

**General correlation length.** Solving the linear equations numerically on both sides of the tenth opening gives:

| $\xi$ (nm) | $k_F\xi$ | drop (%) |
|---|---|---|
| 0.02 | 0.27 | 26.2 |
| 0.05 | 0.68 | 27.1 |
| 0.15 | 2.03 | 29.7 |
| 0.30 | 4.07 | 19.3 |
| 0.50 | 6.78 | 21.3 |
| 1.00 | 13.55 | 1.5 |

The first two rows follow the expansion. The drop then varies without a steady trend, and I offer no derivation of the small rise between 0.30 and 0.50 nm. The small value at 1 nm goes with weak coupling to the new subband. Since $k_N=0$, a transition from $n$ to $N$ needs $q=k_n$ and carries the factor $e^{-k_n^2\xi^2/4}$. Even for $n=9$, where $k_9^2=0.19\,k_F^2$, this factor is about $2\times10^{-4}$.

**Phonons.** Take a rough bulk mean free path $\lambda=40$ nm for copper at 300 K. The corresponding level width is $\hbar^2k_F/(m\lambda)=25.8$ meV, far above the 1.17 meV that roughness gives the subband carrying most of the current. Adding this width equally to all subbands, with any step in the phonon rate itself ignored, gives

$$\sigma\propto\sum_n\frac{k_n^2}{25.8\ \mathrm{meV}+\gamma n^2S_N}.$$

The drop shrinks to 8.0% for white noise, with the resistivity going from 2.69 to 2.92 $\mu\Omega$ cm. With $\xi=0.15$ nm in the full equations it is 7.3%.

The phonon rate has a step of its own, which is not small. If phonon scattering is treated as isotropic and nearly elastic, the overlap $\int\chi_n^2\chi_{n'}^2dz=(1+\tfrac12\delta_{nn'})/d$ makes its rate proportional to $(N+\tfrac12)/d$. At the tenth opening the phonon width then jumps from 0.95 to 1.05 of its bulk value. Including this jump raises the total drop to about 14% for white noise and 15% for $\xi=0.15$ nm.

**Rounding of the step.** Heat also spreads the electron energies. Averaging the white-noise $\sigma(E)$ with the weight $-\partial f_0/\partial E$ at 300 K and fixed chemical potential, without phonons, leaves a fall of 19.5% from the peak below the opening to the valley above it. Level broadening rounds the step too. The new subband has a white-noise width of 117 meV, or 86 meV with $\xi=0.15$ nm kept. The larger value is 9% of the 1.33 eV distance to subband 9, so the subbands remain distinct, but it is several times $k_BT=26$ meV. Because $E_N\propto d^{-2}$, it corresponds to a thickness range of about $2.318\times0.117/(2\times7.0)=0.02$ nm. Its effect on the height of the step was not calculated consistently, but it is not small. Since $k_BT$ alone lowers the fall from 26% to 19.5%, a larger width should lower it further. A crude estimate that gives subband 10 alone a self-consistent Lorentzian edge, for white noise, leaves a peak-to-valley fall of only about 13%, even at zero temperature. The abrupt step is approached only as the roughness weakens.

**Finite walls.** Let the barrier lie 4.6 eV above $E_F$, a rough value for copper against vacuum, and let $V_0$ be its height above the band bottom. Matching to decaying tails $e^{-\kappa_nz}$ gives $V_0\chi_n^2=2E_n/(d+2/\kappa_n)$ at the wall. The coupling is still a product of one factor for each subband, so the drop is $w_N/\sum_{n\le N}w_n$ with $w_n=E_n/(d+2/\kappa_n)$. With numerically determined levels this is 25.5%. The opening moves to 2.19 nm, so hard walls misplace the step more than they misjudge its height.

**Comparison with copper.** The Fermi energy and mean free path are of the right size for copper, but the roughness is an illustrative choice, not a model of a real copper face. Its correlation length is shorter than the 0.25 nm between neighbouring atoms, and its rms slope $2\Delta/\xi$ is 0.4. Nor does it describe atomic steps: a bump one (001) layer high has $k_Fh\approx2.4$, beyond first-order theory even if such bumps are sparse enough to give a small rms height. With $k_F\Delta=0.41$ in the example, the first-order rates are themselves estimates. The result does not carry over to much rougher faces: an rms height of 0.3 nm gives $k_F\Delta\approx4$, where first-order theory fails. With roughness as the only scattering, a correlation length of 1 nm cuts the computed drop to 1.5%. At room temperature, with the rms height kept at 0.03 nm, the step in the phonon rate would then supply nearly all of a total drop of 9 to 10%. Thickness also cannot be tuned continuously. A (001) atomic layer, from a rough lattice constant of 0.36 nm, is 0.18 nm thick, while free-electron openings are 0.232 nm apart, so each added layer opens 0.78 subband on average in this model. The isolated step would be replaced by differences between whole layers. A (111) film would not show these openings: copper's Fermi surface has necks along that normal, so there are no bulk states at $E_F$ with zero in-plane momentum. Grain boundaries and copper's non-spherical Fermi surface are outside this model. The 26% step is thus a property of the ideal film; for the example at room temperature, phonons reduce the part due to roughness to 7 to 8%, and the step in the phonon rate brings the total to roughly 15%, before thermal and lifetime rounding.
